# The Lindhard function of the free electron gas at finite frequency: verification in Python

```python
# Lindhard function of the 3D non-interacting electron gas (T=0, both spins, Hartree units).
# Definition: chi0(q,w) = 2 int d^3k/(2pi)^3 (f_k - f_{k+q}) / (w + e_k - e_{k+q} + i0), e_k = k^2/2.
# Result under test: chi0 = N0 (kF/q) [Psi(nu-) - Psi(nu+)], N0 = kF/pi^2, nu+- = w/(q kF) +- q/(2 kF),
#   Psi(z) = z/2 + (1-z^2)/4 [ln(z+1) - ln(z-1)];  Re Psi = nu/2 + (1-nu^2)/4 ln|(nu+1)/(nu-1)|.
#   For w>0: Im chi0 = -w/(2 pi q) if q<2kF and w < q kF - q^2/2 (region I),
#   -(kF^2/(4 pi q))(1-nu-^2) if |q kF - q^2/2| < w < q kF + q^2/2 (region II), else 0.
# n density, rs Wigner-Seitz radius, S structure factor, eps = 1 - 4 pi chi0/q^2 (RPA).
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.constants import physical_constants as pc, angstrom

pi = np.pi
EV = pc['Hartree energy in eV'][0]
BOHR = pc['Bohr radius'][0]
rs = 2.0
n = 3/(4*pi*rs**3)
kF = (3*pi**2*n)**(1/3)
N0 = kF/pi**2

# ---------- closed forms ----------
def psi(z): return z/2 + (1 - z*z)/4*(np.log(z + 1) - np.log(z - 1))
def chi_complex(q, z): return N0*kF/q*(psi(z/(q*kF) - q/(2*kF)) - psi(z/(q*kF) + q/(2*kF)))
def re_psi(v):
    if abs(abs(v) - 1) < 1e-14: return v/2
    return v/2 + (1 - v*v)/4*np.log(abs((v + 1)/(v - 1)))
def re_dpsi(v): return 1 - v/2*np.log(abs((v + 1)/(v - 1)))
def nus(q, w): return w/(q*kF) - q/(2*kF), w/(q*kF) + q/(2*kF)
def w_up(q): return q*kF + q*q/2
def w_lo(q): return abs(q*kF - q*q/2)
def re_chi(q, w):
    a, b = nus(q, w)
    return N0*kF/q*(re_psi(a) - re_psi(b))
def im_chi(q, w):
    if w < 0: return -im_chi(q, -w)
    if q < 2*kF and w <= w_lo(q): return -w/(2*pi*q)
    if w_lo(q) <= w <= w_up(q): return -kF**2/(4*pi*q)*(1 - nus(q, w)[0]**2)
    return 0.0
def static_F(x): return 0.5 + (1 - x*x)/(4*x)*np.log(abs((1 + x)/(1 - x)))
def struct(q): return 0.75*q/kF - (q/kF)**3/16 if q < 2*kF else 1.0

# ---------- evaluation from the definition ----------
def piecewise(f, a, b, edges):
    pts = [a] + sorted(e for e in edges if a < e < b) + [b]
    return sum(quad(f, x, y, epsabs=1e-12, epsrel=1e-11, limit=300)[0]
               for x, y in zip(pts[:-1], pts[1:]) if y - x > 1e-13)
def principal(f, x0, edges):   # P int f(x)/(x-x0) dx for f vanishing outside the edges
    d = [abs(e - x0) for e in edges]
    return piecewise(lambda u: (f(x0 + u) - f(x0 - u))/u, 0.0, max(d), d)
def area(q, kz):               # transverse integral of f_k - f_{k+q}, no shift of variable
    return pi*(max(kF**2 - kz**2, 0.0) - max(kF**2 - (kz + q)**2, 0.0))
PRE = 2/(2*pi)**3
def re_def(q, w):
    return -PRE/q*principal(lambda k: area(q, k), (w - q*q/2)/q, [-kF, kF, -q - kF, -q + kF])
def im_def(q, w): return -pi*PRE/q*area(q, (w - q*q/2)/q)

# symbolic antiderivative, large-z series, quadrature of the integral defining Psi
t, z, u = sp.symbols('t z u')
assert sp.simplify(sp.diff(z*t + t**2/2 - (1 - z**2)*sp.log(z - t), t) - (1 - t**2)/(z - t)) == 0
ser = sp.series(1/(2*u) + (1 - 1/u**2)/4*(sp.log(1 + u) - sp.log(1 - u)), u, 0, 6).removeO()
mom = sum(sp.integrate((1 - t**2)*t**m, (t, -1, 1))/4*u**(m + 1) for m in range(5))
assert sp.expand(ser - mom) == 0
assert sp.expand(mom - (u/3 + u**3/15 + u**5/35)) == 0
for zz in (0.3 + 0.1j, -0.8 + 0.1j, -2.5 + 0.2j, 1.4 + 0.1j, 0.5j):
    cut = min(max(zz.real, -0.9), 0.9)
    val = complex(mp.quad(lambda s: (1 - s*s)/(zz - s), [-1, cut, 1]))/4
    assert abs(val - psi(zz)) < 1e-9

# real-time propagation: kick v = lam*2cos(qz)*delta(t), free evolution, Laplace transform of dn_q/lam
def propagated(q, zs, lam=1e-4, M=16, T=100.0):
    x, wx = np.polynomial.legendre.leggauss(300)
    kz, wk = kF*x, kF*wx*PRE*pi*kF**2*(1 - x*x)
    y, wy = np.polynomial.legendre.leggauss(400)
    ts, wt = T*(y + 1)/2, T*wy/2
    th = 2*pi*np.arange(M)/M
    c = np.fft.fft(np.exp(-2j*lam*np.cos(th)))
    en = (kz[:, None] + q*np.fft.fftfreq(M, 1/M)[None, :])**2/2
    orb = np.fft.ifft(c*np.exp(-1j*en[None]*ts[:, None, None]), axis=2)
    resp = ((np.abs(orb)**2*np.exp(-1j*th)).mean(axis=2) @ wk)/lam
    return [np.sum(wt*resp*np.exp(1j*s*ts)) for s in zs]
zs = [0.45 + 0.3j, 0.3j, -0.6 + 0.3j, 2.0 + 0.3j]
prop = {}
for y in (0.5, 1.5, 2.5):
    prop[y] = propagated(y*kF, zs)
    for s, v in zip(zs, prop[y]):
        assert abs(v - chi_complex(y*kF, s)) < 1e-6*N0   # nonlinear error ~ lam^2

# finite box sum with q = kF = 40 lattice spacings; tolerance set by lattice-point counting
h = kF/40
kp = (np.arange(-41, 41) + 0.5)*h
kl = (np.arange(-81, 41) + 0.5)*h
p2 = (kp[:, None]**2 + kp[None, :]**2)[:, :, None]
df = (p2 + kl**2 < kF**2)*1.0 - (p2 + (kl + kF)**2 < kF**2)*1.0
zb = 0.5 + 0.3j
box = PRE*h**3*np.sum(df/(zb + kl**2/2 - (kl + kF)**2/2))
assert abs(box - chi_complex(kF, zb)) < 1e-2*abs(box)

# real axis: definition, limit from complex frequency, Kramers-Kronig
rng = np.random.default_rng(1)
for y in (0.2, 0.5, 1.0, 1.5, 2.0, 2.5, 4.0):
    q = y*kF
    ed = [0.0, w_lo(q), w_up(q), -w_lo(q), -w_up(q)]
    for w in list(np.linspace(-1.3, 1.3, 12)*w_up(q)) + [0.0, w_lo(q), w_up(q)]:
        assert abs(re_chi(q, w) - re_def(q, w)) < 1e-9
        assert abs(im_chi(q, w) - im_def(q, w)) < 1e-12
        assert abs(chi_complex(q, w + 1e-10j) - re_chi(q, w) - 1j*im_chi(q, w)) < 1e-7
        assert abs(principal(lambda s: im_chi(q, s), w, ed)/pi - re_chi(q, w)) < 1e-9
    M3 = 0.6*kF**2*q*q + q**4/4
    mo = [piecewise(lambda s: s**p*im_chi(q, s), 0, w_up(q), ed) for p in (0, 1, 3)]
    assert abs(mo[0]/(-pi*n*struct(q)) - 1) < 1e-9
    assert abs(mo[1]/(-pi*n*q*q/2) - 1) < 1e-9
    assert abs(mo[2]/(-pi*n*q*q/2*M3) - 1) < 1e-9
    w = 15*w_up(q)   # next term of the expansion is bounded by (w_up/w)^4
    assert abs(re_def(q, w)*w*w/(n*q*q) - 1 - M3/w**2) < 1.1/15**4
    # extreme energies of allowed pairs on a polar grid
    kk, mu = np.linspace(0, kF, 601)[:, None], np.linspace(-1, 1, 2001)[None, :]
    de = kk*q*mu + q*q/2
    ok = kk*kk + 2*de >= kF**2*(1 - 1e-12)
    assert abs(de[ok].max() - w_up(q)) < 1e-10
    assert abs(de[ok].min() - max(0.0, q*q/2 - q*kF)) < 1.1e-3*q*kF   # grid step in mu
    ws = np.linspace(0, w_up(q), 4001)
    peak = ws[np.argmin([im_def(q, s) for s in ws])]
    assert abs(peak - max(q*kF - q*q/2, q*q/2)) < 1.5*ws[1]

# Monte Carlo count of Pauli-allowed pairs against the integrated -Im chi0/pi
NS = 1000000
kk, mu = kF*rng.random(NS)**(1/3), 2*rng.random(NS) - 1
for y in (0.5, 1.5, 2.5):
    q = y*kF
    de = kk*q*mu + q*q/2
    ok = kk*kk + 2*de > kF**2
    for w in np.linspace(0.1, 1.0, 10)*w_up(q):
        p = -piecewise(lambda s: im_chi(q, s), 0, w, [w_lo(q)])/(pi*n)
        sig = np.sqrt(max(p*(1 - p), 0.0)/NS)
        assert abs(np.mean(ok & (de < w)) - p) < 5*sig + 2e-6

# kink, logarithmic slopes, static and long-wavelength limits
q = 0.5*kF
d = 1e-6
jump = (im_def(q, w_lo(q) + d) - 2*im_def(q, w_lo(q)) + im_def(q, w_lo(q) - d))/d
assert abs(jump/(kF/(2*pi*q*q)) - 1) < 1e-4
for d in (1e-2, 1e-3, 1e-4):
    for w in (w_up(q) + d, w_up(q) - d, w_lo(q) + d, w_lo(q) - d):
        fd = (re_def(q, w + d/20) - re_def(q, w - d/20))/(d/10)
        a, b = nus(q, w)
        assert abs(fd - N0/q**2*(re_dpsi(a) - re_dpsi(b))) < 1e-3*N0/q**2
    for x in (1 - d, 1 + d):
        fd = -(re_def(2*kF*(x + d/20), 0) - re_def(2*kF*(x - d/20), 0))/(N0*d/10)
        assert abs(fd - (1/(2*x) - (1 + x*x)/(4*x*x)*np.log(abs((1 + x)/(1 - x))))) < 1e-3
for x in (0.05, 0.25, 0.9, 1.25, 3.0):
    assert abs(re_def(2*kF*x, 0) + N0*static_F(x)) < 1e-9
assert abs(re_def(2*kF, 0) + N0/2) < 1e-9
qs = 0.01*kF
for s in (0.0, 0.5, 2.0, 10.0):
    assert abs(re_def(qs, s*qs*kF) + N0*re_dpsi(s)) < 1e-4*N0   # correction ~ (q/2kF)^2
assert abs(im_def(qs, 0.5*qs*kF) + N0*pi*0.5/2) < 1e-9

# RPA plasmon and its cutoff
wp = np.sqrt(4*pi*n)
def eps(q, w, f=re_chi): return 1 - 4*pi/q**2*f(q, w)
qc = brentq(lambda k: 4*pi*N0*kF/k**3*(0.5 - re_psi(1 + k/kF)) - 1, 0.3*kF, 1.5*kF, xtol=1e-13)
qc_def = brentq(lambda k: eps(k, w_up(k), re_def), 0.3*kF, 1.5*kF, xtol=1e-13)
assert abs(qc - qc_def) < 1e-7
for k in (0.9*qc, 1.1*qc):
    e = np.array([eps(k, s, re_def) for s in np.linspace(w_up(k), 3, 40)])
    assert np.all(np.diff(e) > 0) and e[-1] < 1 and (e.min() < 0) == (k < qc)
qp = 0.3*kF
wpl = brentq(lambda s: eps(qp, s), w_up(qp), 3, xtol=1e-13)
assert abs(wpl - brentq(lambda s: eps(qp, s, re_def), w_up(qp), 3, xtol=1e-13)) < 1e-7
wpl2 = np.sqrt(wp**2 + 0.6*kF**2*qp**2)
q0 = 0.05*kF
w0 = brentq(lambda s: eps(q0, s, re_def), w_up(q0), 3, xtol=1e-13)
assert abs((w0**2 - wp**2)/(0.6*kF**2*q0**2) - 1) < 1e-2   # next order ~ q^2

# ---------- worked example ----------
U = 'bohr^-3 Ha^-1'
a_al = 4.0
print(f"fcc-Al rough a = {a_al:.1f} A, 12 e/cell: rough rs = {(3*(a_al*angstrom/BOHR)**3/12/(4*pi))**(1/3):.1f} bohr")
print(f"1 Ha = {EV:.4f} eV")
print(f"rs = {rs:.1f} bohr, n = {n:.6f} bohr^-3, kF = {kF:.6f} bohr^-1")
print(f"EF = {kF**2/2:.6f} Ha = {kF**2/2*EV:.3f} eV, N0 = {N0:.6f} {U}")
for y, wl in ((0.5, (0.20, 0.45, 0.80)), (2.5, (0.30, 2.00))):
    q = y*kF
    print(f"--- q = {y} kF = {q:.6f} bohr^-1, N0 kF/q = {N0/y:.6f} {U}")
    print(f"|q kF - q^2/2| = {w_lo(q):.6f} Ha = {w_lo(q)*EV:.3f} eV ({'kink' if y < 2 else 'lower edge'})")
    print(f"q kF + q^2/2 = {w_up(q):.6f} Ha = {w_up(q)*EV:.3f} eV (upper edge)")
    pk = max(q*kF - q*q/2, q*q/2)
    print(f"peak of -Im chi0 at {pk:.6f} Ha, Im chi0 = {im_chi(q, pk):.6f} {U}")
    for w in wl:
        a, b = nus(q, w)
        print(f"w = {w:.2f} Ha: nu- = {a:.6f}, nu+ = {b:.6f}")
        print(f"  RePsi(nu-) = {re_psi(a):.6f}, RePsi(nu+) = {re_psi(b):.6f}")
        print(f"  closed form Re = {re_chi(q, w):.6f}, Im = {im_chi(q, w):.6f} {U}")
        print(f"  definition  Re = {re_def(q, w):.6f}, Im = {im_def(q, w) + 0.0:.6f} {U}")
    print(f"static: F = {static_F(y/2):.6f}, chi0(q,0) = {re_chi(q, 0):.6f} {U}")
    f1 = piecewise(lambda s: s*im_chi(q, s), 0, w_up(q), [w_lo(q)])
    print(f"f-sum integral = {f1:.6f}, -pi n q^2/2 = {-pi*n*q*q/2:.6f} Ha bohr^-3; S(q) = {struct(q):.6f}")
print(f"slope jump at kink, q = 0.5 kF: {jump:.6f} bohr^-3 Ha^-2")
print(f"chi0(2kF,0) = {re_chi(2*kF, 0):.6f} {U}")
print(f"q = 0.5 kF, w = 0.45+0.3i Ha: closed form {chi_complex(0.5*kF, zs[0]):.7f} {U}")
print(f"  time propagation {prop[0.5][0]:.7f} {U}")
print(f"q = kF, w = 0.5+0.3i Ha: closed form {chi_complex(kF, zb):.5f}, box sum {box:.5f} {U}")
print(f"plasma frequency = {wp:.6f} Ha = {wp*EV:.3f} eV")
print(f"q = 0.3 kF = {qp:.6f} bohr^-1: upper edge = {w_up(qp):.6f} Ha")
print(f"  RPA plasmon = {wpl:.6f} Ha = {wpl*EV:.3f} eV; order q^2 estimate = {wpl2:.6f} Ha")
print(f"cutoff qc = {qc:.6f} bohr^-1 = {qc/kF:.5f} kF, RePsi(1+qc/kF) = {re_psi(1 + qc/kF):.6f}")
print(f"plasmon at cutoff = {w_up(qc):.6f} Ha = {w_up(qc)*EV:.3f} eV")
print("all tests passed")
```

It prints:

```
fcc-Al rough a = 4.0 A, 12 e/cell: rough rs = 2.0 bohr
1 Ha = 27.2114 eV
rs = 2.0 bohr, n = 0.029842 bohr^-3, kF = 0.959579 bohr^-1
EF = 0.460396 Ha = 12.528 eV, N0 = 0.097226 bohr^-3 Ha^-1
--- q = 0.5 kF = 0.479790 bohr^-1, N0 kF/q = 0.194451 bohr^-3 Ha^-1
|q kF - q^2/2| = 0.345297 Ha = 9.396 eV (kink)
q kF + q^2/2 = 0.575495 Ha = 15.660 eV (upper edge)
peak of -Im chi0 at 0.345297 Ha, Im chi0 = -0.114541 bohr^-3 Ha^-1
w = 0.20 Ha: nu- = 0.184409, nu+ = 0.684409
  RePsi(nu-) = 0.182304, RePsi(nu+) = 0.564768
  closed form Re = -0.074371, Im = -0.066344 bohr^-3 Ha^-1
  definition  Re = -0.074371, Im = -0.066344 bohr^-3 Ha^-1
w = 0.45 Ha: nu- = 0.727419, nu+ = 1.227419
  RePsi(nu-) = 0.581065, RePsi(nu+) = 0.324743
  closed form Re = 0.049842, Im = -0.071911 bohr^-3 Ha^-1
  definition  Re = 0.049842, Im = -0.071911 bohr^-3 Ha^-1
w = 0.80 Ha: nu- = 1.487634, nu+ = 1.987634
  RePsi(nu-) = 0.249642, RePsi(nu+) = 0.177269
  closed form Re = 0.014073, Im = 0.000000 bohr^-3 Ha^-1
  definition  Re = 0.014073, Im = 0.000000 bohr^-3 Ha^-1
static: F = 0.978899, chi0(q,0) = -0.095174 bohr^-3 Ha^-1
f-sum integral = -0.010791, -pi n q^2/2 = -0.010791 Ha bohr^-3; S(q) = 0.367188
--- q = 2.5 kF = 2.398948 bohr^-1, N0 kF/q = 0.038890 bohr^-3 Ha^-1
|q kF - q^2/2| = 0.575495 Ha = 15.660 eV (lower edge)
q kF + q^2/2 = 5.179456 Ha = 140.940 eV (upper edge)
peak of -Im chi0 at 2.877475 Ha, Im chi0 = -0.030544 bohr^-3 Ha^-1
w = 0.30 Ha: nu- = -1.119677, nu+ = 1.380323
  RePsi(nu-) = -0.377557, RePsi(nu+) = 0.275092
  closed form Re = -0.025382, Im = 0.000000 bohr^-3 Ha^-1
  definition  Re = -0.025382, Im = 0.000000 bohr^-3 Ha^-1
w = 2.00 Ha: nu- = -0.381183, nu+ = 2.118817
  RePsi(nu-) = -0.362148, RePsi(nu+) = 0.165095
  closed form Re = -0.020505, Im = -0.026106 bohr^-3 Ha^-1
  definition  Re = -0.020505, Im = -0.026106 bohr^-3 Ha^-1
static: F = 0.252812, chi0(q,0) = -0.024580 bohr^-3 Ha^-1
f-sum integral = -0.269763, -pi n q^2/2 = -0.269763 Ha bohr^-3; S(q) = 1.000000
slope jump at kink, q = 0.5 kF: 0.663437 bohr^-3 Ha^-2
chi0(2kF,0) = -0.048613 bohr^-3 Ha^-1
q = 0.5 kF, w = 0.45+0.3i Ha: closed form -0.0020756-0.0236846j bohr^-3 Ha^-1
  time propagation -0.0020756-0.0236846j bohr^-3 Ha^-1
q = kF, w = 0.5+0.3i Ha: closed form -0.02788-0.03648j, box sum -0.02788-0.03649j bohr^-3 Ha^-1
plasma frequency = 0.612372 Ha = 16.664 eV
q = 0.3 kF = 0.287874 bohr^-1: upper edge = 0.317673 Ha
  RPA plasmon = 0.651035 Ha = 17.716 eV; order q^2 estimate = 0.648679 Ha
cutoff qc = 0.699573 bohr^-1 = 0.72904 kF, RePsi(1+qc/kF) = 0.207970
plasmon at cutoff = 0.915997 Ha = 24.926 eV
all tests passed
```
